# The Englman–Jortner energy-gap law and the deuterium effect

## What goes wrong without the overlap

A molecule in an excited electronic state can cross to a lower state without emitting light. The electronic energy it loses must then appear as vibration. Suppose the electronic coupling is $V=10\ \mathrm{cm^{-1}}$, the gap is $15000\ \mathrm{cm^{-1}}$, and the receiving vibration has a quantum of $3000\ \mathrm{cm^{-1}}$. If we take one final state per quantum and ignore the vibrational overlap, the golden rule gives about $4\times10^{10}\ \mathrm{s^{-1}}$. With the overlap, the same model gives $3\times10^{3}\ \mathrm{s^{-1}}$. The crude estimate also fails to explain why replacing hydrogen by deuterium, which hardly alters the electrons, can slow the process greatly.

Both effects are contained in a weighted density of vibrational states far from its maximum. I first find it for one mode.

## One mode

Let both electronic states have harmonic surfaces with the same force constant $K$, reduced mass $\mu$ and frequency $\omega=\sqrt{K/\mu}$. Their minima are separated by $Q_0$. Define

$$S=\frac{\mu\omega Q_0^2}{2\hbar},\qquad \lambda=\tfrac12KQ_0^2=\tfrac12\mu\omega^2Q_0^2=S\hbar\omega .$$

$S$ is the Huang–Rhys factor and $\lambda$ the reorganization energy. The molecule starts in the vibrational ground state $|0'\rangle$ of the upper surface (zero temperature). The gap $\Delta E$ is measured between the two vibrational ground levels. The coupling $V$ is taken as independent of $Q$. If the coupling needs one quantum of a separate promoting mode, that quantum is subtracted from $\Delta E$ and its matrix element is included in $V$.

**Overlaps.** Let $a$ be the lowering operator of the lower surface. The upper ground state is the lower one displaced by $Q_0$, so it satisfies

$$(a-\alpha)|0'\rangle=0,\qquad \alpha=\sqrt{\frac{\mu\omega}{2\hbar}}\,Q_0,\qquad \alpha^2=S .$$

Project on $\langle n|$ and use $\langle n|a=\sqrt{n+1}\,\langle n+1|$. With $c_n=\langle n|0'\rangle$ this gives $\sqrt{n+1}\,c_{n+1}=\alpha c_n$, hence $c_n=c_0\alpha^n/\sqrt{n!}$. Normalization requires $c_0^2\sum_nS^n/n!=c_0^2e^S=1$. Therefore

$$P_n=|c_n|^2=e^{-S}\frac{S^n}{n!}.$$

**Rate as a time integral.** The golden rule reads

$$k=\frac{2\pi}{\hbar}V^2F(\Delta E),\qquad F(\Delta E)=\sum_nP_n\,\delta(\Delta E-n\hbar\omega).$$

Write $\delta(x)=(2\pi\hbar)^{-1}\int dt\,e^{ixt/\hbar}$ and sum the exponential series, $\sum_nP_ne^{-in\omega t}=\exp[S(e^{-i\omega t}-1)]$. Then

$$F=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,\exp\!\left[\frac{i\Delta E\,t}{\hbar}+S(e^{-i\omega t}-1)\right].$$

One isolated mode gives a comb of lines, not a rate. At $\Delta E=n\hbar\omega$ the integrand repeats with period $2\pi/\omega$, and the full integral diverges. Keeping one period, $-\pi/\omega<t<\pi/\omega$, gives

$$\frac1{2\pi\hbar}\,\frac{2\pi}{\omega}P_n=\frac{P_n}{\hbar\omega},$$

which is the weight of one line spread over one spacing. This smoothing is an assumption for now; below, other modes justify keeping a single peak, although they also change its height.

**Steepest descent.** Put $t=i\tau+s$ with $\tau$ and $s$ real. The integrand has no singularities, and on a line of the comb the two vertical sides of the shifted contour cancel by periodicity. The exponent becomes

$$-\frac{\Delta E\,\tau}{\hbar}+\frac{i\Delta E\,s}{\hbar}+S\left(e^{\omega\tau}e^{-i\omega s}-1\right).$$

Expand $e^{-i\omega s}=1-i\omega s-\tfrac12\omega^2s^2+\dots$. The term linear in $s$ is $is(\Delta E/\hbar-S\omega e^{\omega\tau})$. It vanishes if

$$\Delta E=\lambda e^{\omega\tau},\qquad \omega\tau=\ln\frac{\Delta E}{\lambda}.$$

The quadratic term is then $-\tfrac12S\omega^2e^{\omega\tau}s^2=-\tfrac12(\omega\Delta E/\hbar)s^2$. The peak has width $\sqrt{\hbar/\omega\Delta E}=1/(\omega\sqrt n)$, with $n=\Delta E/\hbar\omega$. For large $n$ this is much less than a period, so the limits on $s$ may be extended to infinity:

$$\frac1{2\pi\hbar}\sqrt{\frac{2\pi\hbar}{\omega\Delta E}}=\frac1{\sqrt{2\pi\hbar\omega\Delta E}} .$$

At $s=0$, use $Se^{\omega\tau}=S\Delta E/\lambda=\Delta E/\hbar\omega$. The exponent is

$$-\frac{\Delta E}{\hbar\omega}\ln\frac{\Delta E}{\lambda}+\frac{\Delta E}{\hbar\omega}-S=-S-\frac{\gamma\Delta E}{\hbar\omega}.$$

Multiplying by $2\pi V^2/\hbar$ gives the Englman–Jortner law for a gap above $\lambda$ that holds many quanta ($n\gg1$):

$$\boxed{k=\frac{V^2}{\hbar}\sqrt{\frac{2\pi}{\hbar\omega\Delta E}}\;e^{-S-\gamma\Delta E/\hbar\omega},\qquad \gamma=\ln\frac{\Delta E}{S\hbar\omega}-1 .}$$

The factor $e^{-S}$ may be dropped when $S\ll1$; I keep it.

**Test against the line weights.** Stirling's formula, $n!=\sqrt{2\pi n}\,n^ne^{-n}(1+1/12n+\dots)$, turns $P_n/\hbar\omega$ into the same density, with a leading relative error of $1/(12n)$. The law is too high by this amount. Overlaps computed by quadrature confirm it for $n=3,5,8$.

**Limit at the edge.** As $\Delta E\to\lambda$, $\tau\to0$ and $\gamma\to-1$, so the exponent becomes $-S+\lambda/\hbar\omega=0$. The exponential suppression has gone: this is the top of the distribution. There $n=S$, so the saddle estimate is good at the edge if $S$ is large.

## Numbers for one mode

Take $\hbar\omega=3000\ \mathrm{cm^{-1}}$ and $S=0.1$, so $\lambda=300\ \mathrm{cm^{-1}}$. These are round model parameters for a hydrogen stretch. With $\Delta E=15000\ \mathrm{cm^{-1}}$,

$$n=5,\qquad \gamma=\ln50-1=2.912,\qquad \gamma n=14.56 .$$

The density is

$$F=\frac{e^{-0.10-14.56}}{\sqrt{2\pi(3000)(15000)}\ \mathrm{cm^{-1}}}=2.56\times10^{-11}\ \mathrm{cm}.$$

With energies in wavenumbers, $V^2F$ carries one factor $hc$, so $k=(2\pi/\hbar)hc\,V^2F=4\pi^2cV^2F$, with $c$ in $\mathrm{cm\,s^{-1}}$. For $V=10\ \mathrm{cm^{-1}}$ this gives $k=3.02\times10^3\ \mathrm{s^{-1}}$. The overlap factor is $7.67\times10^{-8}$ from the law and $7.54\times10^{-8}$ from quadrature. The difference is 1.7% of the latter, as $1/(12n)$ predicts.

**The slope is not $-\gamma/\hbar\omega$.** Since $\gamma$ itself contains $\Delta E$,

$$\frac{d\ln k}{d\Delta E}=-\frac1{2\Delta E}-\frac{\gamma}{\hbar\omega}-\frac{\Delta E}{\hbar\omega}\frac1{\Delta E}=-\frac{\gamma+1}{\hbar\omega}-\frac1{2\Delta E}.$$

Per quantum this is $-3.912-0.100=-4.012$. The overlaps on either side of $n=5$ give $-4.003$. A plot of $\ln k$ against the gap is thus nearly straight over a limited range, but a value read from its slope is close to $\gamma+1$.

## Deuteration of one mode

Within the Born–Oppenheimer picture, changing a nuclear mass leaves the potential surfaces alone. $K$ and $Q_0$ are fixed, and therefore so is $\lambda=\tfrac12KQ_0^2$. If the reduced mass grows by a factor $r^2$,

$$\omega_D=\frac{\omega_H}{r},\qquad S_D=\frac{\lambda}{\hbar\omega_D}=rS_H .$$

The zero-point energies of the two states cancel in $\Delta E$ because their frequencies are equal. If any promoting quantum subtracted from the gap is also unchanged, $\Delta E$ and $\gamma=\ln(\Delta E/\lambda)-1$ stay the same. Assume that $V$ does not change either. Both assumptions can fail if the promoting mode moves hydrogen. The prefactor varies as $\omega^{-1/2}$, so

$$\frac{k_H}{k_D}=r^{-1/2}\exp\!\left[(r-1)\left(\frac{\gamma\Delta E}{\hbar\omega_H}+S_H\right)\right].$$

The isotope effect arises because the same energy must be divided into more, smaller quanta. The increase of $S$ raises the chance of exciting each quantum, but for $\Delta E\gg\lambda$ not enough to compensate. At $\Delta E=\lambda$ the exponent vanishes and the ratio falls to $r^{-1/2}<1$; this value applies when $S$ is large, since only then is the law good at the edge.

For a carbon–hydrogen stretch treated as a two-body vibration,

$$r^2=\frac{2.01410}{1.00783}\;\frac{12+1.00783}{12+2.01410},\qquad r=1.362 .$$

The quantum falls to $2203\ \mathrm{cm^{-1}}$ and the gap now holds 6.81 quanta. The ratio is

$$\frac{k_H}{k_D}=\frac{e^{0.362\times14.66}}{\sqrt{1.362}}\approx173 ,$$

and $k_D\approx17.5\ \mathrm{s^{-1}}$. Because 6.81 is not an integer, this figure uses the smooth envelope between lines. A direct test needs a gap that meets a line for both masses. With $r=7/5$ the gap holds 5 and 7 quanta; quadrature gives a ratio of 296.2, and the law gives 297.6.

## Several modes

A real molecule has other vibrations. Let mode $j$ have $\omega_j$, $S_j$ and $\lambda_j=S_j\hbar\omega_j$, and let the modes be the same normal modes in both states. The overlaps multiply, so the terms $S_j(e^{-i\omega_jt}-1)$ add in the exponent. Modes of equal frequency therefore act as one mode whose $S$ is the sum of theirs.

For very soft surroundings, expand to second order:

$$S_l(e^{-i\omega_lt}-1)\approx-iS_l\omega_lt-\tfrac12S_l\omega_l^2t^2 .$$

The first term lowers the available gap by $\lambda_l$. From here on $\Delta E$ means the gap after this subtraction. The second terms add up to $-\sigma^2t^2/2\hbar^2$, with $\sigma^2=\sum_lS_l(\hbar\omega_l)^2$. In the model below this Gaussian stands for the surroundings, with $\sigma$ given.

Define

$$\phi(\tau)=-\frac{\Delta E\,\tau}{\hbar}+\sum_jS_j(e^{\omega_j\tau}-1)+\frac{\sigma^2\tau^2}{2\hbar^2}.$$

For $t=i\tau+s$ we have $it=-(\tau-is)$ and $t^2=-(\tau-is)^2$, so the full exponent is $\phi(\tau-is)$. Its expansion is $\phi-is\phi'-\tfrac12s^2\phi''+\dots$. The saddle condition $\phi'=0$ gives

$$\Delta E=\sum_j\lambda_je^{\omega_j\tau}+\frac{\sigma^2\tau}{\hbar}.$$

Also $\phi''=\kappa/\hbar^2$, with

$$\kappa=\sum_jS_j(\hbar\omega_j)^2e^{\omega_j\tau}+\sigma^2>0 .$$

Thus $\phi$ has a single minimum along $\tau$, while the integrand has a maximum along $s$. The minimum lies at $\tau>0$ if $\Delta E>\sum_j\lambda_j$. The Gaussian integral over $s$ gives

$$F\approx\frac1{2\pi\hbar}e^{\phi}\sqrt{\frac{2\pi\hbar^2}{\kappa}}=\frac{e^\phi}{\sqrt{2\pi\kappa}} .$$

With one mode and $\sigma=0$, $\kappa=\hbar\omega\Delta E$ and the earlier law returns.

**What became of the comb?** Relative to its peak, the integrand on the shifted contour has magnitude

$$\exp\!\left[-\sum_jS_je^{\omega_j\tau}(1-\cos\omega_js)-\frac{\sigma^2s^2}{2\hbar^2}\right].$$

For one mode alone this returns to 1 after every period. Modes with other frequencies are generally out of phase at those times, although a mode with a commensurate frequency can return in phase at some of them. The surroundings damp the later revivals. Keeping only the central peak is therefore justified when these revivals are small. The modes that damp them also add to $\phi$, so this supports the multimode formula, not the one-mode value $P_n/\hbar\omega$.

**A three-mode example.** Add to the hydrogen stretch a mode of $1400\ \mathrm{cm^{-1}}$ with $S=0.3$, one of $500\ \mathrm{cm^{-1}}$ with $S=1.5$, and surroundings with $\sigma=300\ \mathrm{cm^{-1}}$. The reorganization energies are 300, 420 and $750\ \mathrm{cm^{-1}}$. The saddle lies at $\omega_j\tau=3.624$, 1.691 and 0.604, and the saddle condition reads, in $\mathrm{cm^{-1}}$,

$$300e^{3.624}+420e^{1.691}+750e^{0.604}+109\approx15000 .$$

The largest revival found over thirty periods of the stretch is 0.9% of the peak. The saddle formula gives $F=4.72\times10^{-10}\ \mathrm{cm}$, and an explicit sum over vibrational states gives $4.56\times10^{-10}\ \mathrm{cm}$, so the formula is 3.5% high relative to the sum. The rate from the formula is $5.6\times10^4\ \mathrm{s^{-1}}$, about 18 times the one-mode value at the same $\Delta E$. The extra modes add positive terms to $\phi$ at every $\tau>0$, so they raise its minimum. In this example the stretch remains the main channel, as shown below, but the absolute rate from the one-mode law is far too low.

## Which mode takes the energy?

The one-mode law already gives a hint. Two modes with equal $\lambda$ have equal $\gamma$, and the cost $\gamma\Delta E/\hbar\omega$ is, for $\gamma>0$, smaller for the faster one, which needs fewer quanta.

With several modes, ask for the mean number of quanta in mode $j$ among the final states at energy $\Delta E$. The weight of a state depends on $S_j$ through $e^{-S_j}S_j^{n_j}$, so at fixed frequencies

$$\frac{\partial\ln F}{\partial\ln S_j}=\langle n_j\rangle-S_j .$$

Now use $\ln F\approx\phi$, neglecting the slow variation of $\kappa$. The saddle moves when $S_j$ changes, but $\phi'=0$ there, so the shift does not contribute to first order. The explicit derivative is $S_j(e^{\omega_j\tau}-1)$. Therefore

$$\langle n_j\rangle\approx S_je^{\omega_j\tau},\qquad \text{energy in mode }j\approx\lambda_je^{\omega_j\tau}.$$

The saddle condition is thus an energy budget for the reduced gap $\Delta E$, and the shares given below are fractions of it. The surroundings also take the reorganization energy $\sum_l\lambda_l$ that was subtracted earlier. For the fastest mode $M$ and any slower mode $l$, the ratio of accepted energies is

$$\frac{\lambda_M}{\lambda_l}\,e^{(\omega_M-\omega_l)\tau}.$$

Differentiating the saddle condition gives $d\Delta E/d\tau=\kappa/\hbar>0$, so $\tau$ grows with the gap, and without limit. At fixed, nonzero displacements the fastest mode's share tends to 1 as $\Delta E\to\infty$. The approach is gradual:

| Gap ($\mathrm{cm^{-1}}$) | Stretch share, saddle | Stretch share, state sum |
|---|---|---|
| 10000 | 0.684 | 0.680 |
| 15000 | 0.749 | 0.739 |
| 30000 | 0.833 | 0.830 |

**Where dominance fails.** At a finite gap, mode $M$ accepts more than mode $l$ if

$$\frac{S_M}{S_l}>\frac{\omega_l}{\omega_M}e^{-(\omega_M-\omega_l)\tau}.$$

A high frequency is not sufficient by itself. Cutting the stretch's $S$ from 0.1 to 0.001 at the $15000\ \mathrm{cm^{-1}}$ gap reduces its share to 0.17, while the $1400\ \mathrm{cm^{-1}}$ mode takes 0.66; the state sum gives 0.16 and 0.67.

## When deuterating the fastest mode matters most

Let one frequency change through its mass, with $\lambda_j$ fixed. Then $S_j=\lambda_j/\hbar\omega_j$ and $\partial S_j/\partial\ln\omega_j=-S_j$. Write $x_j=\omega_j\tau$. The movement of the saddle again drops out to first order, leaving

$$\frac{\partial\phi}{\partial\ln\omega_j}=-S_j(e^{x_j}-1)+S_jx_je^{x_j}=S_j\,g(x_j),\qquad g(x)=1+(x-1)e^x .$$

The power series is

$$g(x)=\sum_{m\ge2}\frac{m-1}{m!}x^m .$$

All its coefficients are positive, so lowering any frequency lowers $\phi$ when $\tau>0$. To compare modes of equal $\lambda$, write $S_jg(x_j)=(\lambda_j\tau/\hbar)\,g(x_j)/x_j$. The ratio $g(x)/x$ also has positive coefficients, so the sensitivity rises with frequency. For small $x$ it rises in proportion to $x$; for large $x$ it rises nearly exponentially.

In the example the sensitivities are 9.93, 1.42 and 0.41, in order of falling frequency. The stretch has the largest value although it has the smallest $\lambda$. Softening each mode in turn by the same factor $r=1.362$ lowers the rate as follows:

| Softened mode ($\mathrm{cm^{-1}}$) | $k$ before/after, saddle | $k$ before/after, state sum |
|---|---|---|
| 3000 | 21.3 | 20.8 |
| 1400 | 1.40 | 1.41 |
| 500 | 1.11 | 1.15 |

The equal softening is a device for comparing the modes. In a molecule, deuteration changes a frequency to the extent that hydrogen takes part in the motion. It can also change the form of the normal modes and so redistribute the $\lambda_j$ among them, which this model leaves out. A mode without hydrogen motion keeps its frequency. In this example the hydrogen stretch combines a large mass change with the largest sensitivity. This requires a sufficient displacement: with the stretch's $S$ cut to 0.001, as above, softening the $1400\ \mathrm{cm^{-1}}$ mode lowers the rate more.

**Why the ratio is 21 and not 173.** At a given gap, extra modes add positive terms to the energy budget, so the saddle condition is met at a smaller $\tau$. Since $g$ increases with $x$, the stretch's sensitivity $S_Mg(\omega_M\tau)$ is then below its one-mode value. For one mode, $x-1=\gamma$ and $Se^x=\Delta E/\hbar\omega$, so the sensitivity is $S+\gamma\Delta E/\hbar\omega=14.66$, against 9.93 here. This inequality holds at each frequency between the H and D values, so the total change in $\phi$ is smaller too. The prefactors contribute almost the same factor to the two ratios, 0.85 with three modes and $r^{-1/2}=0.86$ with one, so the difference lies in the exponent. Physically, the other modes offer a way around the slowed stretch. On deuteration the stretch's share falls from 0.75 to 0.63, and that of the $1400\ \mathrm{cm^{-1}}$ mode rises from 0.15 to 0.25.

The rate of the deuterated model is $2.6\times10^3\ \mathrm{s^{-1}}$, compared with $5.6\times10^4\ \mathrm{s^{-1}}$ for the hydrogen form.

## Limits of the model

The derivation assumes weak electronic coupling, zero temperature, and harmonic surfaces with equal frequencies and unmixed normal modes. The conclusions about the fastest mode and about softening also use $\tau>0$, that is, a gap above $\sum_j\lambda_j$. This condition fixes the sign of the change in $\phi$ only. Softening also lowers $\kappa$ and so raises the prefactor, and close above $\sum_j\lambda_j$ that effect can win: in the three-mode example, softening the stretch raises the rate at gaps of $2000$ to $3000\ \mathrm{cm^{-1}}$. A drop in the rate needs a gap well above $\sum_j\lambda_j$. In the example the stretch receives on average 3.7 quanta. Anharmonicity at that excitation changes both the level spacings and the overlaps. The rate is proportional to the squared overlap, and an overlap this far in the tail is very small and sensitive to the shape of the surfaces, so the rate can move by orders of magnitude in either direction, depending on the size of the anharmonicity and the sign of the displacement. The isotope ratios are exposed in the same way: 173 and 21 are values of the harmonic model, not predictions for a real carbon–hydrogen stretch. The comparison with the state sums measures the combined error of the Gaussian integral at the saddle and of the neglected revivals, within the harmonic model with Gaussian surroundings. It does not measure the error of the model for a molecule. The numerical check covers the overlaps, the saddle formula, the energy shares and the isotope ratios.

## Computed values

```
gap 15000 cm^-1, coupling 10 cm^-1
H stretch 3000 cm^-1, S 0.100, lambda 300 cm^-1
quanta in gap 5.000, gamma 2.9120
gamma*gap/quantum 14.560
one mode: FC factor by quadrature 7.5403e-08
one mode: FC factor by time integral 7.5403e-08
one mode: FC factor from law 7.6669e-08
law error 1.68 %, 1/(12n) 1.67 %
one mode: density F from law 2.5556e-11 cm
one mode: rate H from law 3.0247e+03 s^-1
slope of ln k per quantum: overlaps -4.0032
slope of ln k per quantum: formula -4.0120
test r = 1.40: isotope ratio by quadrature 296.2
test r = 1.40: isotope ratio from law 297.6
masses H 1.00783 u, D 2.01410 u
C-H/C-D frequency ratio r 1.3620
D stretch 2202.7 cm^-1, S 0.1362, lambda 300 cm^-1
quanta in gap for D 6.810
one mode: rate D from law 1.7505e+01 s^-1
one mode: isotope ratio kH/kD 172.8
three modes, cm^-1: 3000 1400 500
their S: 0.10 0.30 1.50 ; sigma 300 cm^-1
their lambda, cm^-1: 300 420 750
saddle tau/hbar 1.20784e-03 cm for H, 1.56643e-03 cm for D
omega*tau of the modes (H): 3.624 1.691 0.604
mean quanta, saddle (H): 3.747 1.627 2.744
largest revival relative to peak 0.0088
three modes: F saddle 4.7152e-10 cm, state sum 4.5564e-10 cm
three modes: rate H saddle 5.5806e+04 s^-1
three modes: rate H state sum 5.3926e+04 s^-1
three modes: rate D saddle 2.6201e+03 s^-1
three modes: rate D state sum 2.5910e+03 s^-1
gap 10000 cm^-1: energy shares saddle 0.684 0.181 0.126 | sum 0.680 0.180 0.130
gap 15000 cm^-1: energy shares saddle 0.749 0.152 0.091 | sum 0.739 0.160 0.094
gap 30000 cm^-1: energy shares saddle 0.833 0.110 0.052 | sum 0.830 0.112 0.053
D compound: energy shares saddle 0.630 0.251 0.109 | sum 0.625 0.255 0.111
S of H stretch cut to 0.001: shares saddle 0.174 0.658 0.154 | sum 0.161 0.669 0.157
d(exponent)/d ln(omega_j): 9.930 1.425 0.413
rate drop, each mode softened by r, saddle: 21.30 1.40 1.11
rate drop, each mode softened by r, state sum: 20.81 1.41 1.15
```
